# Defocus that Nulls the Fundamental Harmonic in Three-Beam EUV Imaging

## Problem

A grating of equal lines and spaces is imaged with light of wavelength $\lambda=13.5$ nm. Its pitch, measured on the image side, is $p=40$ nm. The illumination is coherent and on axis: a single plane wave strikes the grating, and its zeroth diffraction order passes through the centre of the pupil. The image-side numerical aperture is $\mathrm{NA}=0.55$, and the image forms in vacuum.

Take the mask as thin, with transmission 1 in the spaces and 0 in the lines. Take the pupil as free of aberrations and obscuration, with unit transmission inside its edge. Let $z$ be the distance from the focal plane, positive in the direction of travel of the light, and let $x=0$ be the centre of a space.

(a) Find the intensity $I(x,z)$, treating the field as a scalar.

(b) Find the smallest $|z|$ at which the harmonic of period $p$ vanishes from the intensity. Compare it with the paraxial value.

(c) Describe the image at this defocus and beyond it.

(d) Decide whether the null moves when the polarization is taken into account, and when the mask gives both first orders an extra phase $\psi$ relative to the zeroth. Evaluate the second case for $\psi=0.2$ rad.

(e) State what happens if the zeroth order is blocked, if the two first orders have unequal amplitudes, or if the second orders also pass.

## Solution

### (a) The image through focus

**Orders that reach the image.** Let $q=2\pi/p$ and $k=2\pi/\lambda$. The grating produces waves with transverse wavenumbers $mq$, where $m$ is an integer. Order $m$ travels at an angle $\theta_m$ to the axis, given by

$$
\sin\theta_m=\frac{mq}{k}=\frac{m\lambda}{p}.
$$

For $m=1$ this is $13.5/40=0.3375$, which is below 0.55. For $m=2$ it is $0.675$, which is above 0.55. The pupil therefore passes the orders $0$ and $\pm1$ and no others. Write $\theta=\theta_1$, so that $\theta=19.7^\circ$.

**Amplitudes.** For a space of width $w$, the Fourier coefficients of the mask transmission are

$$
a_m=\frac1p\int_{-w/2}^{w/2}e^{-imqx}\,dx .
$$

Hence $a_0=w/p$. For $m=\pm1$ the integral gives

$$
a_{\pm1}=\frac1p\,\frac{2\sin(qw/2)}{q}=\frac{\sin(\pi w/p)}{\pi}\equiv a_1 .
$$

With $w=p/2$ these are $a_0=1/2$ and $a_1=1/\pi=0.3183$. The field in the focal plane is

$$
U(x,0)=a_0+a_1e^{iqx}+a_1e^{-iqx}=a_0+2a_1\cos qx .
$$

**Propagation.** With the time factor $e^{-i\omega t}$, the field in vacuum obeys the Helmholtz equation

$$
\frac{\partial^2U}{\partial x^2}+\frac{\partial^2U}{\partial z^2}+k^2U=0 .
$$

Insert one order, $U=u_m(z)e^{imqx}$. The $x$ derivative gives $-m^2q^2$, and therefore

$$
\frac{d^2u_m}{dz^2}+(k^2-m^2q^2)\,u_m=0 .
$$

The solution that travels towards positive $z$ is $u_m(z)=a_m\exp\!\big(iz\sqrt{k^2-m^2q^2}\big)$. For $m=0$ the axial wavenumber is $k$. For $m=\pm1$ it is $\sqrt{k^2-q^2}=k\sqrt{1-\sin^2\theta}=k\cos\theta$. Adding the three orders and taking out the factor $e^{ikz}$ gives

$$
U(x,z)=e^{ikz}\left[a_0+2a_1e^{-i\phi}\cos qx\right],\qquad
\phi=kz(1-\cos\theta).
$$

Thus $\phi$ is the phase $kz$ accumulated by the zeroth order minus the phase $kz\cos\theta$ accumulated by the first orders.

**Intensity.** Define $I=|U|^2$, so that an open frame, with transmission 1 everywhere, has $I=1$. The common factor $e^{ikz}$ drops out, and

$$
\begin{aligned}
I&=\left(a_0+2a_1e^{-i\phi}\cos qx\right)\left(a_0+2a_1e^{i\phi}\cos qx\right)\\
&=a_0^2+2a_0a_1\left(e^{i\phi}+e^{-i\phi}\right)\cos qx+4a_1^2\cos^2qx .
\end{aligned}
$$

Use $e^{i\phi}+e^{-i\phi}=2\cos\phi$ and $2\cos^2qx=1+\cos2qx$. The result is

$$
I(x,z)=\underbrace{a_0^2+2a_1^2}_{I_0}
+\underbrace{4a_0a_1\cos\phi}_{I_1(z)}\,\cos qx
+\underbrace{2a_1^2}_{I_2}\,\cos2qx .
$$

The fundamental comes from interference of the zeroth order with the first orders, so it depends on their relative phase. The second harmonic comes from interference of order $+1$ with order $-1$. These two have the same axial wavenumber, so their relative phase does not change with $z$, and $I_2$ is independent of focus.

### (b) The first null

Since $a_0a_1\neq0$, the fundamental vanishes when $\cos\phi=0$. The phase is zero at focus and its magnitude grows in proportion to $|z|$. The first null on either side is therefore at $|\phi|=\pi/2$:

$$
\frac{2\pi}{\lambda}\,z_1(1-\cos\theta)=\frac{\pi}{2}
\quad\Longrightarrow\quad
z_1=\frac{\lambda}{4(1-\cos\theta)} .
$$

Here $\cos\theta=\sqrt{1-0.3375^2}=0.941326$, so that $1-\cos\theta=0.058674$ and

$$
z_1=\frac{13.5\ \text{nm}}{4\times0.058674}=57.5\ \text{nm}.
$$

The nulls nearest focus lie at $z=\pm57.5$ nm.

The condition can be read as $z_1(1-\cos\theta)=\lambda/4$: the oblique and axial waves have acquired a phase difference of a quarter wave. The cancellation is also visible in the fringes. Order $+1$ interferes with the zeroth order to give $2a_0a_1\cos(qx-\phi)$, and order $-1$ gives $2a_0a_1\cos(qx+\phi)$. Defocus moves these two fringe patterns in opposite directions. At $\phi=\pi/2$ each has moved by $p/4$, so they are half a period apart and cancel.

**Independent check.** The field can also be propagated without splitting it into orders. The first Rayleigh–Sommerfeld integral in two dimensions gives, for $z>0$,

$$
U(x,z)=\int_{-\infty}^{\infty}U(x',0)\,\frac{ikz}{2r}\,H_1^{(1)}(kr)\,dx',
\qquad r=\sqrt{(x-x')^2+z^2},
$$

where $H_1^{(1)}$ is a Hankel function. When this integral is evaluated numerically and the fundamental is extracted from $|U|^2$, a root search places the null at 57.5208 nm. The formula gives the same printed value, as the numerical output shows.

**Paraxial value.** Multiply the numerator and denominator of $z_1$ by $1+\cos\theta$, and use $(1-\cos\theta)(1+\cos\theta)=\sin^2\theta=\lambda^2/p^2$:

$$
z_1=\frac{\lambda(1+\cos\theta)}{4\sin^2\theta}
=\frac{p^2}{2\lambda}\,\frac{1+\cos\theta}{2}.
$$

For small angles the last factor tends to 1, which leaves the paraxial result

$$
z_{\text{par}}=\frac{p^2}{2\lambda}=\frac{1600}{27}\ \text{nm}=59.3\ \text{nm}.
$$

This is 1.7 nm too large, or 3.0% relative to $z_1$. The paraxial (Fresnel) approximation expands $\sqrt{k^2-q^2}$ to second order in $q/k=\sin\theta$, and so replaces $1-\cos\theta$ by $\tfrac12\sin^2\theta$, which is smaller. It therefore underestimates the phase gained per unit of defocus and puts the null too far away.

**What the null depends on.** The numerical aperture does not appear in $z_1$. Its part is to select the orders, and the formula holds for $\lambda/p<\mathrm{NA}<2\lambda/p$. The width of the space is also absent: it changes $a_0$ and $a_1$, and so the size of $I_1$, but not the zeros of $\cos\phi$. The diffraction integral for a 14 nm space at the same pitch gives the same null. For the same reason, a real positive pupil factor common to both first orders would leave the null in place. Such a factor does change the intensities. In a reducing system, energy conservation multiplies $a_1$ by $\sqrt{\cos\theta_{\text{mask}}/\cos\theta}$, about 1.03 for a reduction of 4 to 8. This factor is left out here. Including it would raise the focused intensity at the space centre in part (c) from 1.29 to about 1.33, and the contrast at the null from 0.45 to 0.46.

### (c) The image at the null and beyond

At $z_1$ the intensity is

$$
I(x,z_1)=a_0^2+2a_1^2(1+\cos2qx)=a_0^2+4a_1^2\cos^2qx .
$$

The image has not become uniform. Its period is now $p/2=20$ nm, with equal maxima at the centres of the spaces and of the lines. The intensities, relative to the open frame, are as follows.

| Position | In focus | At $z_1$ |
|---|---:|---:|
| Space centre, $x=0$ | 1.292 | 0.655 |
| Edge, $x=p/4$ | 0.250 | 0.250 |
| Line centre, $x=p/2$ | 0.019 | 0.655 |

At the edge $\cos qx=0$, so the first orders cancel each other there and $I=a_0^2=0.25$ at every focus. The contrast at the null is

$$
\frac{I_{\max}-I_{\min}}{I_{\max}+I_{\min}}
=\frac{4a_1^2}{2a_0^2+4a_1^2}
=\frac{2a_1^2}{a_0^2+2a_1^2}
=\frac{0.2026}{0.4526}\approx0.45 .
$$

This contrast no longer distinguishes a line from a space. A null of the fundamental must not be read as a null of all modulation.

The fundamental falls slowly near focus and fastest at the null, because it follows $\cos\phi$. It is 0.637 in focus, 0.544 at 20 nm and 0.293 at 40 nm. At 40 nm it has already dropped to $0.293/0.637=46\%$ of its focused value, so $z_1$ marks the loss of the fundamental and is not a usable depth of focus.

At 80 nm the fundamental is $-0.367$. The negative sign means that its maxima now lie on the lines. At $2z_1=115.0$ nm the phase is $\phi=\pi$, and

$$
|U(x,2z_1)|=|a_0-2a_1\cos qx|=|a_0+2a_1\cos q(x+p/2)| .
$$

The image there is the focused image displaced by half a pitch. It is sharp but has lines and spaces exchanged. The next null follows at $\phi=3\pi/2$, which is $3z_1=172.6$ nm.

### (d) Polarization and mask phase

**Electric field along the lines.** The electric fields of all three orders are parallel. They add as scalars, and the result of part (a) holds as it stands.

**Magnetic field along the lines.** Let the magnetic amplitudes of the orders be $a_0$ and $a_1$. The electric field of each plane wave is perpendicular to its direction of travel and lies in the $xz$ plane. The unit vectors for the orders $0$ and $\pm1$ are

$$
\mathbf e_0=(1,0,0),\qquad \mathbf e_{\pm1}=(\cos\theta,0,\mp\sin\theta).
$$

Take the intensity as proportional to $|\mathbf E|^2$. Each interference term is then multiplied by the scalar product of the two unit vectors. For the fundamental this is $\mathbf e_0\cdot\mathbf e_{\pm1}=\cos\theta$, so that

$$
I_1=4a_0a_1\cos\theta\cos\phi .
$$

The fundamental is reduced by the factor 0.941, and its null stays at $z_1$. The second harmonic is multiplied by $\mathbf e_{+1}\cdot\mathbf e_{-1}=\cos^2\theta-\sin^2\theta=\cos2\theta$. Unpolarized light gives the mean of the two intensities. Both have the same null, so their mean has it as well.

**Mask phase.** A mask of finite thickness can give the first orders a phase relative to the zeroth. Replace $a_1$ by $|a_1|e^{i\psi}$ in both first orders. The field becomes

$$
U=e^{ikz}\left[a_0+2|a_1|e^{-i(\phi-\psi)}\cos qx\right].
$$

This is the earlier expression with $\phi$ replaced by $\phi-\psi$. Hence $I_1=4a_0|a_1|\cos(\phi-\psi)$, and the two nulls on either side of the plane $\phi=\psi$, where $I_1$ has its positive maximum, are at

$$
z_\pm=\frac{\psi\pm\pi/2}{k(1-\cos\theta)}=\frac{\psi}{k(1-\cos\theta)}\pm z_1 .
$$

The phase gained per unit of defocus is $k(1-\cos\theta)=0.027308$ rad/nm. For $\psi=0.2$ rad both nulls move by $0.2/0.027308=7.3$ nm, to $z_+=64.8$ nm and $z_-=-50.2$ nm. Their separation is still $2z_1$. The null nearest the nominal focal plane is now the one at negative $z$. The value 57.5 nm is then the distance of each null from the plane $\phi=\psi$, which lies at $z=7.3$ nm.

### (e) When the result fails

**Blocked zeroth order.** With on-axis illumination the zeroth order passes through the centre of the pupil. A central obscuration would stop it, and the mirror optics built for $\mathrm{NA}=0.55$ at this wavelength do have one, so the unobscured pupil assumed here is an idealization. Then $a_0=0$ and

$$
I=4a_1^2\cos^2qx=2a_1^2(1+\cos2qx)
$$

at every $z$. There is no fundamental at any focus, and so no first defocus that removes it. With on-axis illumination, the result of part (b) therefore requires the centre of the pupil to be open.

**Unequal first orders.** Let the orders $\pm1$ have real positive amplitudes $b_+$ and $b_-$. Their interference with the zeroth order gives

$$
2a_0b_+\cos(qx-\phi)+2a_0b_-\cos(qx+\phi).
$$

This is a fringe pattern of period $p$ with amplitude $2a_0|b_+e^{-i\phi}+b_-e^{i\phi}|$. By the triangle inequality this amplitude is at least $2a_0|b_+-b_-|$, and it takes that value at $\phi=\pi/2$. The null becomes a minimum that does not reach zero.

**Second orders admitted.** If $\mathrm{NA}$ exceeded $2\lambda/p=0.675$, the bracket in $U$ would gain the term $2a_2e^{-i\phi_2}\cos2qx$, with $\phi_2=kz(1-\cos\theta_2)$. Its interference with the first orders adds to the intensity

$$
8a_1a_2\cos(\phi_2-\phi)\cos qx\cos2qx
=4a_1a_2\cos(\phi_2-\phi)\left[\cos qx+\cos3qx\right].
$$

The fundamental is then

$$
I_1=4a_0a_1\cos\phi+4a_1a_2\cos(\phi_2-\phi),
$$

and in general its zeros are no longer those of $\cos\phi$. Equal lines and spaces are a special case: $a_2=\sin(2\pi w/p)/(2\pi)$ vanishes for $w=p/2$, and the null stays at $z_1$. Third orders would not disturb it either. They can add to the fundamental only by interference with the second or fourth orders, whose amplitudes are zero for $w=p/2$. At this pitch they do not propagate in any case, because $3\lambda/p=1.0125$ exceeds 1.

**Limits of the model.** The formula for $z_1$ is derived for a single plane wave on the axis. A source of finite size adds the intensities produced by many tilted waves. Each tilt changes the axial wavenumbers of the orders, so the null and the reversed image must then be calculated anew. Masks for 13.5 nm light are normally reflective and lit obliquely, which the thin transmission mask used here does not describe.

## Table of computed values

```
wavelength                          13.5 nm
pitch                               40.0 nm
space width                         20.0 nm
numerical aperture                  0.55 (no unit)
sine of first order                 0.3375 (no unit)
sine needed by second order         0.6750 (no unit)
angle of first order                19.725 deg
cos(theta)                          0.941326 (no unit)
1 - cos(theta)                      0.058674 (no unit)
wavenumber k                        0.465421 rad/nm
phase per defocus                   0.027308 rad/nm
amplitude a0                        0.500000 (no unit)
amplitude a1                        0.318310 (no unit)
first null, formula                 57.5208 nm
first null, diffraction integral    57.5208 nm
next null, diffraction integral     172.5623 nm
full reversal at 2 z1               115.0415 nm
first null, 14 nm space             57.5208 nm
paraxial null, formula              59.2593 nm
paraxial null, Fresnel integral     59.2593 nm
paraxial excess                     1.7385 nm
paraxial excess, relative           3.02 %
mean intensity I0                   0.4526 (open frame = 1)
second harmonic I2                  0.2026 (open frame = 1)
fundamental I1 at z = 0 nm          0.6366 (open frame = 1)
fundamental I1 at z = 20 nm         0.5440 (open frame = 1)
fundamental I1 at z = 40 nm         0.2931 (open frame = 1)
fundamental I1 at z = 80 nm         -0.3667 (open frame = 1)
intensity at focus, space centre     1.2919 (open frame = 1)
intensity at focus, edge             0.2500 (open frame = 1)
intensity at focus, line centre      0.0187 (open frame = 1)
intensity at null, space centre     0.6553 (open frame = 1)
intensity at null, edge             0.2500 (open frame = 1)
intensity at null, line centre      0.6553 (open frame = 1)
contrast (max-min)/(max+min), null  0.4477 (no unit)
polarization factor of I1           0.9413 (no unit)
chosen mask phase psi               0.20 rad
null at positive z with psi         64.8445 nm
null at negative z with psi         -50.1970 nm
shift of both nulls                 7.3238 nm
```
